# Dissociation limits of HD+ and electron localization at long range: verification in Python

```python
"""HD+ near dissociation: limit splitting and gerade-ungerade localization.

Result under test (Hartree atomic units):
  delta = (mu_D - mu_H)/2, mu_X = M_X/(1+M_X), splits H+ + D and D+ + H;
  H = W + (1/2)[[-G, -delta], [-delta, G]] in the basis (g, u) has the gap
  sqrt(G^2+delta^2), and its lower state has the deuteron weight
  P_D = (1 + delta/sqrt(G^2+delta^2))/2.
Symbols: R internuclear distance; G = E_u - E_g for clamped nuclei;
M_p, M_d nuclear masses; deuteron at z=+R/2, proton at z=-R/2.
The g and u functions are products X(xi)Y(eta) in spheroidal coordinates.
"""
from functools import lru_cache
from math import factorial
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq

M_p = constants.value("proton-electron mass ratio")
M_d = constants.value("deuteron-electron mass ratio")
CM = constants.value("hartree-inverse meter relationship") / 100.0

# ---------- atomic limits ----------
def atom_formula(mass):
    return -0.5 * mass / (1.0 + mass)

def atom_numeric(mass, size=5):
    """Diagonalize the relative motion in the functions r^n exp(-r)."""
    def integral(k):
        return factorial(k) / 2.0 ** (k + 1)
    S = np.zeros((size, size))
    H = np.zeros((size, size))
    for m in range(1, size + 1):
        for n in range(1, size + 1):
            k = m + n
            slope = (m * n * integral(k - 2) - k * integral(k - 1)
                     + integral(k))
            S[m - 1, n - 1] = integral(k)
            H[m - 1, n - 1] = 0.5 * (1 + 1 / mass) * slope - integral(k - 1)
    return eigh(H, S, eigvals_only=True)[0]

E_D, E_H = atom_formula(M_d), atom_formula(M_p)
delta = E_H - E_D
delta_first = 0.5 * (1 / M_p - 1 / M_d)
delta_numeric = atom_numeric(M_p) - atom_numeric(M_d)
assert abs(delta_numeric - delta) < 1e-11
second_order = 0.5 * (1 / M_p**2 - 1 / M_d**2)
assert abs(delta_first - delta_numeric - second_order) < 2e-10
assert abs(delta_numeric * CM - 29.8) < 0.05

# ---------- clamped-nuclei g (parity 0) and u (parity 1) states ----------
N_XI, N_ETA = 16, 40
t, wt = laguerre.laggauss(40)
eta_q, w_eta_q = legendre.leggauss(64)
LAG = laguerre.lagvander(t, N_XI - 1)
DLAG = -(np.cumsum(LAG, axis=1) - LAG) - 0.5 * LAG

def xi_matrix(R, p):
    a = 2 * p
    x = t / a
    xi = 1 + x
    kinetic = DLAG.T @ ((wt * x * (x + 2) * a**2)[:, None] * DLAG)
    rest = LAG.T @ ((wt * (p**2 * xi**2 - 2 * R * xi))[:, None] * LAG)
    return kinetic + rest

def eta_basis(parity):
    l = np.arange(parity, N_ETA, 2)
    P = legendre.legvander(eta_q, N_ETA - 1)[:, l] * np.sqrt(l + 0.5)
    return l, P, P.T @ ((w_eta_q * eta_q**2)[:, None] * P)

ETA = [eta_basis(0), eta_basis(1)]

def eta_matrix(p, parity):
    l, _, eta2 = ETA[parity]
    return np.diag(l * (l + 1.0)) - p**2 * eta2

@lru_cache(maxsize=None)
def solve(R, parity):
    """Electronic energy (no nuclear repulsion) and normalized function."""
    def mismatch(E):
        p = R * np.sqrt(-E / 2)
        return (np.linalg.eigvalsh(xi_matrix(R, p))[0]
                + np.linalg.eigvalsh(eta_matrix(p, parity))[0])
    guess = -0.5 - 1 / R
    E = brentq(mismatch, guess - 0.05, guess + 0.05, xtol=1e-14)
    p = R * np.sqrt(-E / 2)
    a = 2 * p
    c = np.linalg.eigh(xi_matrix(R, p))[1][:, 0]
    b = np.linalg.eigh(eta_matrix(p, parity))[1][:, 0]
    l, _, eta2 = ETA[parity]
    xi2 = np.sum(wt * (1 + t / a) ** 2 * (LAG @ c) ** 2)
    norm = np.sqrt(np.pi * R**3 / 4 * (xi2 - b @ eta2 @ b))
    d = np.zeros(N_ETA)
    d[l] = b * np.sqrt(l + 0.5)
    c = c * np.sign(c.sum()) * np.sqrt(a) / norm
    d = d * np.sign(d.sum())
    return E, a, c, d

def psi(R, parity, rho, z):
    _, a, c, d = solve(R, parity)
    r1 = np.sqrt(rho**2 + (z - R / 2) ** 2)
    r2 = np.sqrt(rho**2 + (z + R / 2) ** 2)
    x = (r1 + r2) / R - 1
    eta = (r2 - r1) / R
    return np.exp(-a * x / 2) * laguerre.lagval(a * x, c) \
        * legendre.legval(eta, d)

def splitting(R):
    return solve(R, 1)[0] - solve(R, 0)[0]

# ---------- matrix elements by quadrature over space ----------
STEP = 1e-3
half, w_half = legendre.leggauss(40)
half, w_half = (half + 1) / 2, w_half / 2
eta_line = np.concatenate([-half, half])
w_line = np.concatenate([w_half, w_half])

def analyse(R):
    """Full 2x2 matrix with nuclear kinetic terms, and checks of g and u."""
    a = solve(R, 0)[1]
    xi = (1 + t / a)[:, None]
    eta = eta_line[None, :]
    w_xi = wt * np.exp(t) / a
    W = 2 * np.pi * R**3 / 8 * (xi**2 - eta**2) * w_xi[:, None] * w_line
    z = R * xi * eta / 2
    rho = R / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    h = STEP
    f, f_z, grads = [], [], {1: [], 2: []}
    for s in (0, 1):
        v = psi(R, s, rho, z)
        v_z = (psi(R, s, rho, z + h) - psi(R, s, rho, z - h)) / (2 * h)
        v_r = (psi(R, s, rho + h, z) - psi(R, s, rho - h, z)) / (2 * h)
        v_R = (psi(R + h, s, rho, z) - psi(R - h, s, rho, z)) / (2 * h)
        turn = (rho * v_z - z * v_r) / R   # rotation of the molecular axis
        grads[1].append((v_R - v_z / 2, turn - v_r / 2))
        grads[2].append((-v_R - v_z / 2, -turn - v_r / 2))
        f.append(v)
        f_z.append(v_z)
        attraction = 2 / R * (1 / (xi + eta) + 1 / (xi - eta))
        quotient = np.sum(W * (0.5 * (v_z**2 + v_r**2) - attraction * v**2))
        assert abs(np.sum(W * v**2) - 1) < 1e-8
        assert abs(quotient - solve(R, s)[0]) < 2e-5
    T = np.zeros((2, 2))
    for nucleus, mass in ((1, M_d), (2, M_p)):
        for i in (0, 1):
            for j in (0, 1):
                A, B = grads[nucleus][i], grads[nucleus][j]
                T[i, j] += np.sum(W * (A[0] * B[0] + A[1] * B[1])) / (2 * mass)
    G = splitting(R)
    # derivative coupling against the commutator identity
    tau = np.sum(W * f[0] * f_z[1])
    assert abs(tau - G * np.sum(W * f[0] * z * f[1])) < 1e-5
    # splitting from the flux through the midplane
    overlap_half = np.sum((W * f[0] * f[1])[:, eta_line > 0])
    rho0 = R / 2 * np.sqrt(xi[:, 0] ** 2 - 1)
    u_z = (psi(R, 1, rho0, h) - psi(R, 1, rho0, -h)) / (2 * h)
    area = 2 * np.pi * R**2 / 4 * xi[:, 0] * w_xi
    G_flux = 0.5 * np.sum(area * psi(R, 0, rho0, 0.0) * u_z) / overlap_half
    assert abs(G_flux / G - 1) < 1e-4
    H = np.diag([solve(R, 0)[0], solve(R, 1)[0]]) + np.eye(2) / R + T
    levels, vectors = np.linalg.eigh(H)
    cg, cu = vectors[:, 0]
    return dict(G=G, T=T, gap=levels[1] - levels[0], tau=tau,
                weight=0.5 * (cg + cu) ** 2, theta=np.arctan(cu / cg),
                fraction=0.5 + 2 * cg * cu * overlap_half)

def model_weight(G):
    return 0.5 * (1 + delta / np.hypot(G, delta))

distances = (8.0, 10.0, 12.0, 14.0, 20.0)
table = {R: analyse(R) for R in distances}
for R, row in table.items():
    assert abs(row["gap"] / np.hypot(row["G"], delta) - 1) < 5e-3
    assert abs(row["weight"] - model_weight(row["G"])) < 2e-3
    assert abs(row["fraction"] - model_weight(row["G"])) < 1e-2
far = table[20.0]
assert abs(-2 * far["T"][0, 1] / delta_first - 1) < 5e-4
mean_recoil = 0.25 * (1 / M_p + 1 / M_d)
for i in (0, 1):
    assert abs(far["T"][i, i] / mean_recoil - 1) < 2e-3
assert far["fraction"] > 0.999

# ---------- crossover, strong localization, rotation of the basis ----------
R_cross = brentq(lambda R: splitting(R) - delta, 10.0, 14.0, xtol=1e-9)
sin_99 = 2 * 0.99 - 1
G_99 = delta * np.sqrt(1 / sin_99**2 - 1)
R_99 = brentq(lambda R: splitting(R) - G_99, 10.0, 18.0, xtol=1e-9)
cross, strong = analyse(R_cross), analyse(R_99)
assert abs(cross["weight"] - 0.5 * (1 + np.sqrt(0.5))) < 2e-3
assert abs(strong["weight"] - 0.99) < 1e-3
dR = 0.05
G_slope = (splitting(R_cross + dR) - splitting(R_cross - dR)) / (2 * dR)
theta_slope = -delta * G_slope / (2 * (cross["G"]**2 + delta**2))
theta_slope_full = (analyse(R_cross + dR)["theta"]
                    - analyse(R_cross - dR)["theta"]) / (2 * dR)
assert abs(theta_slope / theta_slope_full - 1) < 0.02
mu_nuc = M_p * M_d / (M_p + M_d)
rotation_term = theta_slope**2 / (2 * mu_nuc)

print(f"proton mass M_p = {M_p:.6f} m_e")
print(f"deuteron mass M_d = {M_d:.6f} m_e")
print(f"reduced mass mu_H = {-2*E_H:.9f} m_e")
print(f"reduced mass mu_D = {-2*E_D:.9f} m_e")
print(f"limit H+ + D(1s): {E_D:.9f} hartree")
print(f"limit D+ + H(1s): {E_H:.9f} hartree")
print(f"delta = {delta:.6e} hartree = {delta*CM:.3f} cm^-1")
print(f"delta by diagonalization = {delta_numeric:.6e} hartree")
print(f"first-order delta_1 = {delta_first:.6e} hartree"
      f" = {delta_first*CM:.3f} cm^-1")
print(f"delta_1 - delta = {(delta_first-delta)*CM:.4f} cm^-1")
print("R/bohr, G/cm^-1, computed coupling splitting -2T_gu/cm^-1:")
for R, row in table.items():
    print(f"  {R:4.1f} {row['G']*CM:12.5f} {-2*row['T'][0,1]*CM:10.4f}")
print("R/bohr, gap/cm^-1: model, full 2x2 matrix:")
for R, row in table.items():
    print(f"  {R:4.1f} {np.hypot(row['G'],delta)*CM:10.3f}"
          f" {row['gap']*CM:10.3f}")
print("R/bohr, P_D model, P_D full matrix, electron fraction at z>0:")
for R, row in table.items():
    print(f"  {R:4.1f} {model_weight(row['G']):.5f}"
          f" {row['weight']:.5f} {row['fraction']:.5f}")
print("R/bohr, <g|d/dz|u> in 1/bohr:")
for R, row in table.items():
    print(f"  {R:4.1f} {row['tau']:.3e}")
print(f"mean recoil shift (1/M_p+1/M_d)/4 = {mean_recoil*CM:.3f} cm^-1")
print(f"T_gg, T_uu at 20 bohr = {far['T'][0,0]*CM:.3f},"
      f" {far['T'][1,1]*CM:.3f} cm^-1")
print(f"G = delta at R = {R_cross:.3f} bohr")
print(f"P_D there: model {model_weight(cross['G']):.4f},"
      f" full matrix {cross['weight']:.4f}")
print(f"P_D = 0.99 at R = {R_99:.3f} bohr, G there = {G_99*CM:.3f} cm^-1")
print(f"theta' at G=delta: model {theta_slope:.4f},"
      f" full matrix {theta_slope_full:.4f} rad/bohr")
print(f"nuclear reduced mass mu = {mu_nuc:.3f} m_e")
print(f"theta'^2/(2 mu) at G=delta = {rotation_term*CM:.3f} cm^-1")
print("no test failed")
```

It prints:

```
proton mass M_p = 1836.152673 m_e
deuteron mass M_d = 3670.482968 m_e
reduced mass mu_H = 0.999455679 m_e
reduced mass mu_D = 0.999727630 m_e
limit H+ + D(1s): -0.499863815 hartree
limit D+ + H(1s): -0.499727840 hartree
delta = 1.359755e-04 hartree = 29.843 cm^-1
delta by diagonalization = 1.359755e-04 hartree
first-order delta_1 = 1.360867e-04 hartree = 29.868 cm^-1
delta_1 - delta = 0.0244 cm^-1
R/bohr, G/cm^-1, computed coupling splitting -2T_gu/cm^-1:
   8.0    870.07930    29.7568
  10.0    148.72925    29.8245
  12.0     24.23270    29.8474
  14.0      3.82894    29.8568
  20.0      0.01354    29.8650
R/bohr, gap/cm^-1: model, full 2x2 matrix:
   8.0    870.591    872.011
  10.0    151.694    151.988
  12.0     38.443     38.483
  14.0     30.088     30.103
  20.0     29.843     29.865
R/bohr, P_D model, P_D full matrix, electron fraction at z>0:
   8.0 0.51714 0.51706 0.51700
  10.0 0.59837 0.59811 0.59806
  12.0 0.88815 0.88780 0.88776
  14.0 0.99593 0.99592 0.99591
  20.0 1.00000 1.00000 1.00000
R/bohr, <g|d/dz|u> in 1/bohr:
   8.0 1.556e-02
  10.0 3.357e-03
  12.0 6.590e-04
  14.0 1.217e-04
  20.0 6.229e-07
mean recoil shift (1/M_p+1/M_d)/4 = 44.831 cm^-1
T_gg, T_uu at 20 bohr = 44.827, 44.827 cm^-1
G = delta at R = 11.772 bohr
P_D there: model 0.8536, full matrix 0.8531
P_D = 0.99 at R = 13.505 bohr, G there = 6.060 cm^-1
theta' at G=delta: model 0.2286, full matrix 0.2285 rad/bohr
nuclear reduced mass mu = 1223.899 m_e
theta'^2/(2 mu) at G=delta = 4.686 cm^-1
no test failed
```
